# Finite-size spread of percolation thresholds in two-dimensional square channels

In a square channel measuring $L$ lattice spacings on each side, the percolation threshold varies from sample to sample with standard deviation

$$
\sigma_p\simeq A\,L^{-3/4},\qquad A\approx0.42 .
$$

The exponent is expected to be common to two-dimensional percolation with short-range disorder, once the channel is much longer than the correlation length of the disorder. The prefactor belongs to the bond lattice and square shape defined here, and is measured by sampling.

## The model and a quick estimate

At low density, carriers in a film with a slowly varying disorder potential can collect in pools joined over saddle barriers. The model below idealizes this case. Let each bond of a square lattice, of spacing $a$, carry an independent barrier $E$ with continuous distribution function $F(E)$. At Fermi level $\mu$ a bond is open if $E<\mu$, so its open probability is $p=F(\mu)$. Raising $\mu$ first connects source to drain at some level $E_c$, the smallest possible highest barrier on a path across. The threshold of the sample is $p_s=F(E_c)$.

The lattice has $L$ rows and $L+1$ columns of sites. The first column is merged into the source and the last into the drain, which leaves $L^2$ bonds along the channel and $(L-1)^2$ across it.

For $L=2$ there are two intermediate sites, each tied to both electrodes, and one bond between them. If that bond is open, at least one of two source bonds and one of two drain bonds must be open. If it is closed, at least one of two separate two-bond paths must be open. The crossing probability is therefore

$$
R_2(p)=p\,[1-(1-p)^2]^2+(1-p)\,[1-(1-p^2)^2]
=2p^2+2p^3-5p^4+2p^5 .
$$

It has the fixed point $R_2(1/2)=1/2$, with slope

$$
R_2'(1/2)=2+\tfrac32-\tfrac52+\tfrac58=\tfrac{13}{8}.
$$

Now treat each block as one new bond, ignoring correlations between blocks. After $n$ doublings $L=2^n$, and the slope is $(13/8)^n=L^{\ln(13/8)/\ln2}\approx L^{0.70}$. The crossing probability rises from near 0 to near 1 over a width of about the inverse slope, so the spread falls roughly as $L^{-0.70}$. The block approximation gives an exponent below 1, but a reliable value needs a better calculation.

## From threshold spread to pivotal bonds

A sample has crossed at $p$ precisely when $p_s\le p$. The crossing probability $R_L(p)$ is thus the distribution function of $p_s$, and $dR_L/dp$ is its probability density.

To find this density, give bond $b$ its own open probability $p_b$. Conditioning on that bond gives

$$
R_L=p_b\,R_L(b\text{ open})+(1-p_b)\,R_L(b\text{ closed}).
$$

The derivative with respect to $p_b$ is the difference of the two conditional probabilities. Opening a bond cannot destroy a crossing, so this difference is the probability that $b$ decides the crossing. Such a bond is called pivotal. Setting all $p_b=p$ and using the chain rule,

$$
\frac{dR_L}{dp}=\sum_b P(b\text{ is pivotal})=N_{\rm piv}(p).
$$

Complete enumeration of the $3\times3$ channel at $p=0.4$ gives 1.940 for both sides.

The centre of the distribution follows from duality. Draw a dual bond across every closed bond. Either open bonds connect source to drain, or dual bonds connect the two insulating sides, but not both. The dual lattice has the same shape turned by a right angle, and its bonds are present with probability $1-p$. Hence $R_L(p)+R_L(1-p)=1$, and $R_L(1/2)=1/2$.

A pivotal bond in the interior has two open arms leading to the electrodes and two closed dual arms leading to the sides. These alternate around the bond, so four cluster boundaries run from it to distance of order $L$. If this has probability of order $L^{-x_4}$, summing over about $L^2$ positions gives

$$
N_{\rm piv}(1/2)\sim L^{2-x_4}.
$$

Bonds near the edges are assumed not to change this power; the sampled counts below include them.

## The four-boundary exponent

At $p=1/2$ all bond configurations have equal weight. The boundaries between open clusters and closed dual clusters form loops, each of weight 1. Orient every loop at random and treat it as a contour at which a height $h$ changes by $\pm\pi$. The assumption of the Coulomb-gas method is that the coarse-grained height has a Gaussian action,

$$
S=\frac{g}{4\pi}\int(\nabla h)^2\,d^2r .
$$

Put the system on a long cylinder of circumference $\ell$. A weight decaying as $e^{-\mathcal E t}$ along its length $t$ defines an energy $\mathcal E$, here an inverse length. The conformal map from an annulus of radii $r_1<r_2$ gives $t=(\ell/2\pi)\ln(r_2/r_1)$. An energy $\mathcal E=2\pi x/\ell$ therefore means a probability $(r_2/r_1)^{-x}$ in the plane.

**Loop weights.** Give the two orientations of a contractible loop the phases $e^{\pm i\pi e_0}$, distributed along the loop in proportion to its turning angle. Their sum must be 1:

$$
2\cos(\pi e_0)=1\quad\Rightarrow\quad e_0=\tfrac13 .
$$

A loop around the cylinder has no net turning and would get weight $1+1=2$. Factors $e^{\pm ie_0h}$ at the two ends cure this: such a loop shifts the height difference between the ends by $\pm\pi$, and again receives $2\cos(\pi e_0)=1$.

**Free-field energy.** The modes have wavenumbers $2\pi n/\ell$. Their zero-point sum is

$$
\frac12\sum_{n\ne0}\frac{2\pi|n|}{\ell}
=\frac{2\pi}{\ell}\sum_{n\ge1}n .
$$

With a short-distance cutoff, $\sum n e^{-\epsilon n}=\epsilon^{-2}-1/12+\dots$, where $\epsilon\propto1/\ell$. The first term gives an energy proportional to $\ell$, which belongs to the bulk normalization. The remainder is $-\pi/(6\ell)$.

**Energy of the end factors.** The height averaged around the cylinder has action $(g\ell/4\pi)\int(dh/dt)^2dt$. This describes a random walk with variance $2\pi t/(g\ell)$. The Gaussian average of the end phases is

$$
\left\langle e^{ie_0[h(t)-h(0)]}\right\rangle
=\exp\left(-\frac{e_0^2}{2}\frac{2\pi t}{g\ell}\right),
$$

so they add the energy $\pi e_0^2/(g\ell)$.

**Stiffness.** The partition function of percolation is a sum of probabilities and equals 1. With no boundary lines imposed, the finite-size energy must vanish:

$$
-\frac{\pi}{6\ell}+\frac{\pi e_0^2}{g\ell}=0
\quad\Rightarrow\quad g=6e_0^2=\frac23 .
$$

**Boundary lines.** Let $j$ lines run along the cylinder, all oriented alike so that no two can join. The height winds by $\pi j$ around the circumference, with gradient $\pi j/\ell$ and energy

$$
\frac{g}{4\pi}\left(\frac{\pi j}{\ell}\right)^2\ell=\frac{\pi g j^2}{4\ell}.
$$

The lines prevent any loop from encircling the cylinder, so the end factors are absent. Adding the free-field energy and equating the sum to $2\pi x_j/\ell$,

$$
x_j=\frac{g j^2}{8}-\frac1{12}=\frac{j^2-1}{12},
\qquad x_4=\frac54 .
$$

This derivation is not a rigorous proof, because the Gaussian action was assumed. An independent check comes from the loop model in its strongly anisotropic limit, which maps to a spin chain. For eight sites, the lowest decay rates of loop patterns and spins agree for two and four lines. Diagonalizing chains of 12, 14 and 16 sites, with the energy scale set by the chain's own sound mode, and extrapolating in inverse squared length gives $x_2=0.2499$ and $x_4=1.248$. The predictions are $0.25$ and $1.25$. Without lines or end factors the formula gives $-1/12=-0.0833$, and the chains give $-0.0833$.

## Why the inverse count sets the width

The exponent gives $N_{\rm piv}(1/2)\sim L^{2-5/4}=L^{3/4}$. This is the threshold density at one point; a width requires the density to keep its order over a window.

Let $\delta p=|p-1/2|$. On scale $l$, the shift changes a crossing probability by about $\delta p\,l^{3/4}$. If $\delta p\ll L^{-3/4}$, this is small on every scale up to $L$, so the arm probabilities keep their critical order. If $\delta p\gg L^{-3/4}$, blocks larger than $\xi\sim\delta p^{-4/3}$ are clearly connected or clearly disconnected. An exceptional outcome for the whole channel then needs about $L/\xi$ unlikely blocks in a row, which makes the tails fall exponentially in $L/\xi$. The distribution has unit area, height of order $L^{3/4}$ and negligible weight far outside the window. Therefore

$$
\sigma_p\sim\frac1{N_{\rm piv}(1/2)}\sim L^{-3/4}.
$$

This last step is a scaling argument, and sampling can test it. With 2000 samples per size:

| $L$ | $\sigma_p$ | $\sigma_pL^{3/4}$ | $N_{\rm piv}(1/2)$ |
|---:|---:|---:|---:|
| 8 | 0.0858 | 0.408 | 4.6 |
| 16 | 0.0516 | 0.413 | 8.1 |
| 32 | 0.0314 | 0.422 | 12.7 |
| 64 | 0.0185 | 0.418 | 21.8 |

The fitted size exponents are $-0.736\pm0.010$ for $\sigma_p$ and $0.735\pm0.022$ for the separately counted pivotal bonds. The errors are statistical. Both agree with $\mp3/4$ within 1.5 standard errors, and the first clearly excludes $-1$. The two largest channels give $A=0.42$.

## Fixed Fermi level or fixed number of open bonds

The spread above is at fixed $\mu$, where the number of open bonds fluctuates. Let $M=L^2+(L-1)^2$ be the number of bonds, and let the path first appear when the $k$th lowest barrier opens. The values $F(E)$ are uniform on $[0,1]$, and their order is independent of their sorted values. The $k$th of $M$ sorted uniform numbers has mean $k/(M+1)$ and variance $k(M+1-k)/[(M+1)^2(M+2)]$. Adding the variance of the conditional mean to the mean conditional variance,

$$
\sigma_p^2=\frac{\mathrm{Var}(k)}{(M+1)^2}
+\left\langle\frac{k(M+1-k)}{(M+1)^2(M+2)}\right\rangle .
$$

For large $L$, $k\approx M/2$ and $M\approx2L^2$, so the last term is about $1/(4M)\approx1/(8L^2)$. Relative to $\sigma_p^2\propto L^{-3/2}$ it disappears only as $L^{-1/2}$. The spread of the open fraction $k/M$ is 0.0729 at $L=8$, against $\sigma_p=0.0858$; at $L=64$ the values are 0.0176 and 0.0185. A fit to the open fraction in small channels would therefore give too weak a decay.

## Energy spread and the effect of temperature

For Gaussian barriers of standard deviation $W$, the density at the median is $F'=1/(\sqrt{2\pi}W)$. For a narrow threshold distribution $\delta p=F'\,\delta E$, hence

$$
\sigma_E\simeq\sqrt{2\pi}\,W\sigma_p .
$$

At $L=32$ this linear rule gives $0.079\,W$, and direct conversion of the sampled thresholds gives $0.078\,W$.

Take the round model parameters $a=5$ nm and $W=30$ meV. A 500 nm channel has $L=500/5=100$, so

$$
\sigma_p=0.420\times100^{-3/4}=0.0133,
$$

$$
\sigma_E=\sqrt{2\pi}\times30\ \text{meV}\times0.0133=1.0\ \text{meV}.
$$

The same arithmetic gives 5.6 meV for 50 nm and 0.18 meV for 5000 nm. The two longer channels lie beyond the sampled sizes and rely on the scaling law.

The 5 nm spacing keeps the arithmetic simple, but it is too short for classical pools at 10 K. Tunnelling through a smooth barrier takes over from thermal activation below about $T_0=\hbar\omega/(2\pi k)$, where $\omega$ is the oscillation frequency in the inverted barrier. For a sinusoidal barrier 30 meV high that repeats every 5 nm, $T_0$ is about 80 K for the free-electron mass and 175 K for one fifth of it. Since $T_0\propto1/a$, a spacing of 100 nm lowers these values to about 4 K and 9 K. At 10 K the classical picture is then reasonable for the free-electron mass, but only marginal for the lighter one. Within the model, the energies in this example depend on length only through $L$, so they stay the same if every length is multiplied by 20.

Real pools also have a charging energy, which the model omits. An isolated disc of radius $r$ has capacitance $C=8\varepsilon r$. For a disc 50 nm across in a medium of relative permittivity 12, $e^2/C$ is about 7.5 meV, well above the 1.0 meV spread found for $L=100$. The example therefore illustrates the scaling law and does not predict the threshold spread of a real film, unless charging is strongly screened. A gate does this only at very short range: in the same medium, a gate 10 nm away still leaves $e^2/C$ near 4 meV, and it must lie within about 1.5 nm to bring $e^2/C$ below 1 meV.

These are spreads of a geometric barrier. An electrical measurement sees them only if current is controlled by the bottleneck. Give each bond a conductance proportional to $e^{-E/kT}$, and let $G$ be the channel conductance. This activated form holds while $\mu$ lies below the barriers; for a barrier below $\mu$ the real conductance saturates. In cold networks with $L=8$ and $kT=0.06W$, where barriers beyond $\pm1.5W$ from the median are set to those limits to reduce rounding errors, $-kT\ln G$ has a computed correlation of 0.98 with $E_c$ (remaining rounding errors lower this value; free of them it is about 0.995), and its spread is 0.96 times that of $E_c$.

At higher temperature many bonds share control. For weak disorder the field is nearly uniform, and each of the $L^2$ longitudinal bonds dissipates a fraction $1/L^2$ of the power. To first order,

$$
\delta\ln G=\frac1{L^2}\sum_{b=1}^{L^2}\delta\ln g_b,
$$

where $g_b$ is the conductance of bond $b$. If $\ln g_b$ has standard deviation $s$, then $\ln G$ has standard deviation $s/L$. Networks with $kT=W$, where $s=1$ is no longer small, give 0.210 at $L=5$ and 0.049 at $L=20$, close to $1/L$.

The change of regime is expected where $\sigma_E\approx kT$:

$$
\sqrt{2\pi}\,WA\,L_T^{-3/4}=kT
\quad\Rightarrow\quad
L_T=\left(\frac{\sqrt{2\pi}\,AW}{kT}\right)^{4/3}.
$$

In the classical model at 10 K, $kT=0.86$ meV and $L_T\approx120$ spacings, or about 600 nm for $a=5$ nm. With $a=100$ nm, this length and the channel lengths below are all 20 times larger. The 50 nm channel is in the geometric regime, and the 500 nm channel lies near the crossover. The 5000 nm channel contains about $(L/L_T)^2$ blocks, each with a spread of order 1 in $\ln G$. Averaging them gives an energy spread of about $kT\,L_T/L\approx0.1$ meV, below the geometric 0.18 meV. At 300 K, $L_T$ is about one spacing, which leaves no useful range for the $L^{-3/4}$ law in an electrical threshold. These crossover values are order-of-magnitude estimates: the cold and warm limits were tested, but the crossover itself was not.

The result also assumes independent barriers and a fixed square shape. Long-range correlations or a gradient across the film can change the threshold distribution in ways that this calculation does not include. The full set of computed values is in the numerical output.

## Computed values

```
3x3 channel: crossing probability at p=1/2 = 0.500000
3x3 at p=0.4: dR/dp = 1.940033, mean pivotal bonds = 1.940033
3x3 sigma_p: enumeration 0.16738, sampling 0.16699
8-site lowest rate, 4 lines: loops 2.36102630, spins 2.36102630
8-site twisted ground energy = 7.2e-15 (dimensionless)
Coulomb gas: e0 = 0.333333, stiffness g = 0.666667
x_0: chains 12,14,16 = -0.08589, -0.08520, -0.08475
x_0: extrapolated -0.08332, predicted -0.08333
x_2: chains 12,14,16 = 0.25391, 0.25278, 0.25207
x_2: extrapolated 0.24987, predicted 0.25000
x_4: chains 12,14,16 = 1.22707, 1.23159, 1.23488
x_4: extrapolated 1.24761, predicted 1.25000
samples per channel size = 2000
L=8: sigma_p=0.08576, sigma_p*L^(3/4)=0.4079, open-fraction spread=0.07293
L=8: pivotal bonds=4.64 +/- 0.15, times sigma_p=0.398
L=16: sigma_p=0.05162, sigma_p*L^(3/4)=0.4130, open-fraction spread=0.04648
L=16: pivotal bonds=8.06 +/- 0.26, times sigma_p=0.416
L=32: sigma_p=0.03135, sigma_p*L^(3/4)=0.4218, open-fraction spread=0.02930
L=32: pivotal bonds=12.71 +/- 0.46, times sigma_p=0.398
L=64: sigma_p=0.01849, sigma_p*L^(3/4)=0.4184, open-fraction spread=0.01764
L=64: pivotal bonds=21.77 +/- 0.77, times sigma_p=0.402
sigma_p size exponent = -0.736 +/- 0.010
pivotal-bond size exponent = 0.735 +/- 0.022
prefactor A from L=32 and 64 = 0.4201
L=32 energy spread/W: direct 0.0778, linear 0.0786
cold network L=8, kT/W=0.06: correlation=0.980, spread ratio=0.964
warm network kT/W=1: ln G spread L=5: 0.2098, L=20: 0.0494
warm network size exponent = -1.044
example: lattice spacing = 5.0 nm, W = 30.0 meV
channel 50 nm: L=10, sigma_p=0.07470, sigma_E=5.618 meV
channel 500 nm: L=100, sigma_p=0.01328, sigma_E=0.999 meV
channel 5000 nm: L=1000, sigma_p=0.00236, sigma_E=0.178 meV
T=10 K: kT=0.862 meV, L_T=121.78 spacings = 608.9 nm
T=300 K: kT=25.852 meV, L_T=1.31 spacings = 6.5 nm
5000 nm channel at 10 K: averaged spread estimate = 0.105 meV
```
